\section*{The Lu–Lewis Relation for a Thick Elastic Deposit on Quartz}

\section*{The problem}

A quartz crystal monitors a plating bath by the fall of its resonance frequency as metal deposits on it. For a very thin film this fall is proportional to the deposited mass. The problem is to find the law for a film thick enough to carry its own elastic wave, and to see how it departs from proportionality.

The quartz plate occupies $0<y<d_q$ and the film $d_q<y<d_q+d_f$. Both move parallel to their faces, with displacement $u(y)\cos\omega t$. Layer $j=q,f$ has density $\rho_j$, shear modulus $G_j$, shear speed $v_j=\sqrt{G_j/\rho_j}$ and acoustic impedance $Z_j=\sqrt{\rho_jG_j}=\rho_jv_j$. The film is uniform, lossless and firmly bonded, and both outer faces are free of stress. Lateral variation and piezoelectric coupling are left out until part (g).

The bare plate has free faces, so a half wavelength fits its thickness at the fundamental $f_q=v_q/(2d_q)$, and its odd overtones are $nf_q$ with $n=1,3,5,\dots$. The loaded frequency of the same mode is $f$. Define
\begin{equation}
x=1-\frac{f}{nf_q},\qquad
\mu=\frac{\rho_fd_f}{\rho_qd_q},\qquad
R=\frac{Z_q}{Z_f}.
\end{equation}
Thus $x$ is the fractional frequency drop, positive for a loaded crystal, $\mu$ is the ratio of areal masses, and $R$ is the usual Z-ratio.

\section*{(a) Which frequencies are allowed?}

\emph{Find the resonance condition of the two-layer plate.}

\textbf{Solution.} In each layer Newton's law reads $-\rho_j\omega^2u=G_ju''$, so $u''=-k_j^2u$ with $k_j=\omega/v_j$. The shear stress is $G_ju'$. It must vanish at $y=0$ and at $y=d_q+d_f$, which selects one cosine in each layer:
\begin{equation}
u_q=A\cos(k_qy),\qquad
u_f=B\cos[k_f(y-d_q-d_f)].
\end{equation}
Let $a=k_qd_q$ and $b=k_fd_f$ be the phases across the layers. At the interface the film cosine has argument $-b$. Since the cosine is even, continuity of displacement gives
\begin{equation}
A\cos a=B\cos b.
\end{equation}
The derivatives there are $u_q'=-k_qA\sin a$ and $u_f'=-k_fB\sin(-b)=+k_fB\sin b$. Also $G_jk_j=G_j\omega/v_j=Z_j\omega$. Continuity of stress, divided by $\omega$, is therefore
\begin{equation}
-Z_qA\sin a=Z_fB\sin b.
\end{equation}
These are two homogeneous equations for $A$ and $B$. A nonzero motion requires their determinant to vanish:
\begin{equation}
Z_q\sin a\cos b+Z_f\cos a\sin b=0. \label{det}
\end{equation}
When neither cosine is zero, division by $\cos a\cos b$ gives
\begin{equation}
Z_q\tan\!\left(\frac{\pi f}{f_q}\right)
+Z_f\tan\!\left(\frac{2\pi fd_f}{v_f}\right)=0, \label{ll}
\end{equation}
because $a=2\pi fd_q/v_q=\pi f/f_q$. This is the Lu--Lewis relation. If both cosines vanish, each layer is an odd number of quarter wavelengths thick; (\ref{det}) is then satisfied although both tangents diverge.

\section*{(b) What does the frequency reveal about the film?}

\emph{Write the condition in terms of $x$, $\mu$ and $R$. Can one resonance separate film density from film thickness?}

\textbf{Solution.} The quartz phase is $a=n\pi(1-x)$. For the film, $v_f=Z_f/\rho_f$, so
\begin{equation}
b=\frac{\omega\rho_fd_f}{Z_f}
=\frac{\omega\mu\rho_qd_q}{Z_f}
=\mu\frac{Z_q}{Z_f}\frac{\omega d_q}{v_q}=R\mu a,
\end{equation}
where the third step used $\rho_q=Z_q/v_q$. Put $\theta=n\pi x$. The tangent has period $\pi$ and is odd, so $\tan a=\tan(n\pi-\theta)=-\tan\theta$. Equation (\ref{ll}) becomes
\begin{equation}
R\tan(n\pi x)=\tan[n\pi R\mu(1-x)]. \label{dimless}
\end{equation}
Density and thickness enter through the areal mass $\rho_fd_f$ and the impedance $Z_f$. Films that share these two quantities give the same frequency in this model, so one resonance cannot separate density from thickness. The mass must be divided by an independently known density to obtain a thickness.

\section*{(c) How is the mass read from the frequency?}

\emph{Solve for $\mu$, and decide which branch of the arctangent belongs to the mode being followed.}

\textbf{Solution.} On the fundamental, while $x<1/2$, the principal arctangent of (\ref{dimless}) gives
\begin{equation}
\mu=\frac{\arctan[R\tan(\pi x)]}{\pi R(1-x)}. \label{inverse}
\end{equation}
Multiplication by $\rho_qd_q=Z_q/(2f_q)$ gives the areal mass of the film.

At $x=1/2$ the tangent diverges, but the motion does not. There $a=b=\pi/2$, hence $\mu=1/R$. To pass this point we need an angle $\Phi(\theta)$ that starts from zero, stays continuous and satisfies $\tan\Phi=R\tan\theta$. The difference formula for the tangent gives
\begin{equation}
\tan(\Phi-\theta)=\frac{(R-1)\tan\theta}{1+R\tan^2\theta}
=\frac{(R-1)\sin\theta\cos\theta}{\cos^2\theta+R\sin^2\theta}.
\end{equation}
The last denominator is positive, so $\Phi-\theta$ stays between $-\pi/2$ and $\pi/2$. Therefore
\begin{equation}
\Phi(\theta)=\theta+\arctan
\frac{(R-1)\sin\theta\cos\theta}{\cos^2\theta+R\sin^2\theta},
\qquad
\mu=\frac{\Phi(n\pi x)}{n\pi R(1-x)}. \label{phase}
\end{equation}

To see that a given mass yields one drop on this branch, differentiate $\tan\Phi=R\tan\theta$:
\begin{equation}
\frac{d\Phi}{d\theta}
=\frac{R\sec^2\theta}{1+R^2\tan^2\theta}
=\frac{R}{\cos^2\theta+R^2\sin^2\theta}>0.
\end{equation}
Hence $n\pi R\mu(1-x)-\Phi(n\pi x)$ decreases steadily with $x$. It equals $n\pi R\mu>0$ at $x=0$ and $-n\pi<0$ at $x=1$, so it has one zero between them. As $\mu\to0$ this zero goes to $x=0$, which identifies it with the chosen bare mode.

The relation was tested against resonances found by direct diagonalization of the elastic and kinetic energies of the two layers. The six cases were $(\mu,R,n)=(0.05,0.34,1)$, $(0.10,0.34,3)$, $(0.08,1.8,5)$, $(0.6,0.5,1)$, $(2,1.7,1)$ and $(2,0.5,3)$. The largest difference in $x$ was $1.7\times10^{-11}$. The fifth case has $\mu>1/R$ and so lies beyond the divergence of the tangent.

\section*{(d) What is the first correction to linear loading?}

\emph{Expand the drop for small $\mu$ at fixed $R$ and $n$. At which order does the film impedance first appear?}

\textbf{Solution.} Use $\tan z=z+z^3/3+O(z^5)$ on both sides of (\ref{dimless}), divide by $n\pi R$, and write $C=n^2\pi^2/3$:
\begin{equation}
x+Cx^3=\mu(1-x)+CR^2\mu^3(1-x)^3+O(\mu^5).
\end{equation}
Moving $-\mu x$ to the left gives
\begin{equation}
x(1+\mu)=\mu+C\left[R^2\mu^3(1-x)^3-x^3\right]+O(\mu^5). \label{iter}
\end{equation}
The bracket is of third order. Without it, $x=s$ with
\begin{equation}
s=\frac{\mu}{1+\mu},\qquad 1-s=\frac1{1+\mu},
\qquad \mu(1-s)=s.
\end{equation}
The true $x$ differs from $s$ by $O(\mu^3)$. Inside the bracket we may therefore replace both $x^3$ and $\mu^3(1-x)^3$ by $s^3$, with an error no larger than $O(\mu^5)$. Dividing (\ref{iter}) by $1+\mu$ yields
\begin{equation}
x=s+C(R^2-1)s^3(1-s)+O(s^5). \label{compact}
\end{equation}
Since $s=\mu-\mu^2+\mu^3+O(\mu^4)$, the ordinary series is
\begin{equation}
x=\mu-\mu^2+
\left[1+\frac{n^2\pi^2}{3}(R^2-1)\right]\mu^3+O(\mu^4). \label{series}
\end{equation}
The linear term is the Sauerbrey law. The first correction is $-\mu^2$, and it is the same for every film impedance. Impedance enters one order later.

For reading a mass, expand $\arctan(R\tan\theta)$ instead. With $\tan\theta=\theta+\theta^3/3+\dots$ and $\arctan z=z-z^3/3+\dots$, it equals $R\theta+R(1-R^2)\theta^3/3+O(\theta^5)$. Thus
\begin{equation}
\mu=\frac{x+C(1-R^2)x^3+O(x^5)}{1-x}
=x+x^2+[1+C(1-R^2)]x^3+O(x^4). \label{invseries}
\end{equation}
The expansions require both phases, $n\pi x$ and $n\pi R\mu(1-x)$, to be small. A small mass ratio alone is not enough on a high overtone or for a very soft film.

\section*{(e) Where do the corrections come from?}

\emph{Identify the cause of the quadratic term, and examine a rigid film and a film matched to quartz.}

\textbf{Solution.} Consider first a rigid film of areal mass $m_f=\rho_fd_f$. The quartz exerts the traction $-G_qu_q'$ on its lower face, so Newton's law is $-m_f\omega^2u=-G_qu_q'$. Inserting $u_q=A\cos(k_qy)$ at $y=d_q$ gives
\begin{equation}
-Z_q\omega A\sin a=m_f\omega^2A\cos a,
\qquad
\tan a=-\frac{\omega m_f}{Z_q}.
\end{equation}
Here $\omega m_f/Z_q=\mu\omega d_q/v_q=\mu a$, and $\tan a=-\tan\theta$, so
\begin{equation}
\tan(n\pi x)=n\pi\mu(1-x).
\end{equation}
This is also the limit $R\to0$ of (\ref{dimless}). The factor $1-x$ is there because the film's inertia acts at the lowered frequency. With $x\simeq\mu$, the load is $\mu(1-\mu)$ rather than $\mu$, and the quadratic term follows.

The same cause operates in an elastic film. If its phase is artificially held at the bare-frequency value $n\pi R\mu$, the condition becomes $R\tan(n\pi x)=\tan(n\pi R\mu)$. Its solution starts as $x=\mu+C(R^2-1)\mu^3$, with no square.

The cubic term contains two opposing elastic effects. The film's inertial load is multiplied by $\tan b/b\simeq1+b^2/3$, because a film that shears moves farther at its outer face than at its base. This produces $+CR^2\mu^3$. The quartz response $\tan\theta$ also grows faster than $\theta$, so a given load needs a smaller drop; this produces $-C\mu^3$.

For $R=1$ the two cancel. Equation (\ref{dimless}) becomes $\tan(n\pi x)=\tan[n\pi\mu(1-x)]$, and the continuous branch gives
\begin{equation}
x=\mu(1-x),\qquad x=\frac{\mu}{1+\mu},\qquad
\frac{1}{f}=\frac{1+\mu}{nf_q}.
\end{equation}
The film then extends the plate without an acoustic reflection, and the oscillation period grows linearly with mass. This period rule holds for any thickness in the matched model, whereas linear frequency loading fails even there.

\section*{(f) How far off is a linear cobalt-plating monitor?}

\emph{A 5 MHz AT-cut crystal receives 5 $\mu$m of cobalt. Take $\rho_q=2.65$ and $\rho_f=8.9$ g/cm$^3$, $G_q=29.5$ and $G_f=75$ GPa, all rough typical values. Find the frequency shift and the error of a linear endpoint.}

\textbf{Solution.} The impedances are $Z_q=8.84$ and $Z_f=25.84$ MPa\,s/m, so $R=0.342$. The crystal is 333.6 $\mu$m thick and has areal mass 88.42 mg/cm$^2$. The film has
\begin{equation}
8.9\times5\times10^{-4}\ \mathrm{g/cm^2}=4.45\ \mathrm{mg/cm^2},
\qquad \mu=\frac{4.45}{88.42}=0.0503.
\end{equation}
The root of (\ref{dimless}) is $x=0.04762$. The shift is $-5000\times0.04762=-238.1$ kHz, and the loaded frequency is 4.762 MHz.

In kHz, the terms of (\ref{series}) contribute $-251.65$, $+12.67$ and $+1.21$ to the shift. The table compares truncations with the root; its decimals compare formulas and do not claim such accuracy for a real deposit.

\begin{center}
\begin{tabular}{rrrrrr}
$d_f$ & root & linear & to $\mu^2$ & to $\mu^3$ & (\ref{compact})\\
($\mu$m) & \multicolumn{5}{c}{frequency shift (kHz)}\\
1 & $-49.81$ & $-50.33$ & $-49.82$ & $-49.81$ & $-49.81$\\
2 & $-98.56$ & $-100.66$ & $-98.63$ & $-98.56$ & $-98.56$\\
5 & $-238.09$ & $-251.65$ & $-238.98$ & $-237.77$ & $-238.07$\\
10 & $-447.55$ & $-503.30$ & $-452.64$ & $-442.92$ & $-447.18$
\end{tabular}
\end{center}

At 10 $\mu$m the cubic term hardly reduces the size of the error; it turns an overestimate of the drop into an underestimate. Expanding (\ref{compact}) one order further explains this. The quartic coefficient is $-1-4C(R^2-1)=10.6$, against a cubic coefficient of $-1.90$. At $\mu=0.101$ the quartic term is thus $10.6\times0.101/1.90\simeq0.56$ of the cubic one in size, with opposite sign. Formula (\ref{compact}) includes it.

To recover the mass at 5 $\mu$m from (\ref{inverse}), use $\tan(\pi x)=0.1507$:
\begin{equation}
\mu=\frac{\arctan(0.3422\times0.1507)}
{\pi\times0.3422\times(1-0.04762)}
=\frac{0.05153}{1.0239}=0.0503.
\end{equation}
Linear loading would set $\mu=x$ and report 4.73 $\mu$m, which is 5.4\% below the true thickness. A controller that stops when the linear reading reaches 5 $\mu$m stops at $x=0.0503$. By (\ref{phase}) the deposit is then 5.30 $\mu$m thick, about 6\% over the target.

The period rule $R=1$ reads 0.66\% low for the 5 $\mu$m film. For this film, most of the linear error is therefore removed without using the impedance. A much softer film can reverse the ranking: at the same $\mu$ with $R=3$, the period rule reads 6.4\% high and linear loading only 1.0\% high. For cobalt, an accurate modulus is not needed either: setting $G_f$ 20\% too high, with density fixed, changes the mass reading by 0.015\%. Equation (\ref{invseries}) shows why. The relative sensitivity is about $(\pi^2/3)x^2$ times the change in $R^2$, or $3.29\times0.00227\times0.0195=1.5\times10^{-4}$.

\section*{(g) Does the correction survive in a real bath?}

\emph{Estimate the effects left out of the model for the 5 $\mu$m deposit, and compare them with the 5.4\% linear error.}

\textbf{Solution.} All percentages below are relative to the true film mass. The ratio $\mu$ is read by (\ref{phase}) and converted to mass with the true quartz areal mass $\rho_qd_q$, not with a value inferred from the altered reference frequency. A working monitor usually converts with $Z_q/(2f_{\rm ref})$, where $f_{\rm ref}$ is the measured reference frequency, and this changes the sizes: the piezoelectric figure below becomes 0.57\% high instead of 0.26\%, and the first lateral figure 1.14\% low instead of 0.78\%.

\emph{Electrodes.} Let $e$ be the piezoelectric constant, $\epsilon$ the permittivity, $\phi$ the potential and $c$ the modulus at fixed field. Stress and electric displacement are $T=cu'+e\phi'$ and $D=eu'-\epsilon\phi'$. Eliminating $\phi'$ gives $T=G_qu'-eD/\epsilon$, with $G_q=c+e^2/\epsilon$. If $D=0$, the earlier derivation applies unchanged. For shorted electrodes, the integral of $\phi'$ across the plate vanishes, so $D=e\Delta u/d_q$, where $\Delta u=u(d_q)-u(0)$. Then
\begin{equation}
T=G_q\left(u'-K^2\frac{\Delta u}{d_q}\right),\qquad
K^2=\frac{e^2}{\epsilon G_q}.
\end{equation}
Rough inputs $e=0.095$ C/m$^2$ and relative permittivity 4.5 give $K^2=0.0077$. Diagonalization with this extra stress gives a reading 0.26\% high, when the shorted bare crystal supplies the reference frequency. The electrodes also carry mass. With 100 to 200 nm of gold on each face, included in the reference crystal, the reading is 0.5 to 1.0\% low with the true $\rho_qd_q$, and 0.09 to 0.18\% low when the mass is converted with $Z_q/(2f_{\rm ref})$.

\emph{Liquid.} A viscous bath of density $\rho_l$ and viscosity $\eta$ replaces the free outer face by the shear impedance $\sqrt{i\omega\rho_l\eta}$. For 1 g/cm$^3$ and 1 mPa\,s the bare crystal shifts by $-713$ Hz. If this wet crystal is the reference, the film reading is 0.013\% low. A dry reference would leave a shift of order $0.713/238=0.3\%$ in the signal.

\emph{Finite mode width.} Suppose the motion falls to zero at a fixed radius $r=3$ mm, with the first Bessel-function profile and lateral speed $v_q$. The lateral wavenumber is $2.405/r$, and the squared frequency gains a fixed amount:
\begin{equation}
f^2=f_{\rm 1D}^2+f_\perp^2,\qquad
\frac{f_\perp}{f_q}=\frac{2.405\,d_q}{\pi r}=0.085.
\end{equation}
The reading is then 0.78\% low. The gain is fixed because the film is assigned the same lateral speed $v_q$ as the quartz. With the film's own shear speed $v_f$ in the lateral direction, the reading would be about 0.59\% low instead. Both figures vary roughly as $1/r^2$, so they depend strongly on the assumed radius. These two figures belong to a scalar model and understate the effect in AT-cut quartz, where the lateral stiffness of the fundamental thickness-shear branch is not $G_q$ but about 110 GPa along $x$ and 69 GPa along $z'$. With the anisotropic elastic constants of quartz and an isotropic cobalt film of Poisson ratio 0.31, the reading at $r=3$ mm is about 1.2 to 1.4\% low. All these estimates omit the change of mode radius with loading.

\emph{Stress, temperature and roughness.} A film stress of 300 MPa puts a mean stress of order $300\times5/333.6=4.5$ MPa in the quartz. With a rough coefficient of $3\times10^{-11}$ Pa$^{-1}$, the reading moves by 0.29\%; its sign is not assigned here. A 10 K drift at 1 ppm/K moves it by 0.02\%; the same 10 K lowers a water-like viscosity by about 19\%, which moves it by a further 0.03\% or so. Liquid fully held in a 100 nm rough layer adds $0.1/(8.9\times5)=0.22\%$.

The 5 $\mu$m deposit adds about 5\% to the areal mass of the plate. Of the assumptions sized here, the laterally infinite plate costs most, about 0.6 to 0.8\% in the scalar model and 1.2 to 1.4\% with AT-cut anisotropy, for the assumed radius. Each listed effect is smaller than the 5.4\% linear error, so the nonlinear correction is worth making under these conditions. The impedance part alone, 0.66\%, is no larger than the lateral and electrode-mass estimates; at this thickness it cannot be trusted as a separate improvement without calibration. It gains weight with thickness, since its relative size grows as $x^2$. Uneven deposition over the active area and loss within the film have not been sized, and either can make the one-dimensional elastic reading fail. The numerical output below lists the inputs and most of the estimates.

\section*{Calculated quantities}
\begin{verbatim}
bare frequency 5.000 MHz
quartz density 2.650 g/cm3; shear modulus 29.5 GPa
cobalt density 8.900 g/cm3; shear modulus 75.0 GPa
quartz impedance 8.8417 MPa s/m
cobalt impedance 25.8360 MPa s/m
Z-ratio R 0.34222 (dimensionless)
quartz thickness 333.648 um
quartz areal mass 88.4166 mg/cm2
cubic coefficient -1.90457 (dimensionless)
largest element-relation difference 1.7e-11 (fraction)
1 um: mass ratio 0.010066; drop 0.009963 (fractions)
  exact shift -49.814 kHz; linear -50.330 kHz
  quadratic -49.823 kHz; cubic -49.814 kHz
  compact -49.814 kHz; linear reading 0.9898 um
2 um: mass ratio 0.020132; drop 0.019713 (fractions)
  exact shift -98.564 kHz; linear -100.660 kHz
  quadratic -98.633 kHz; cubic -98.556 kHz
  compact -98.564 kHz; linear reading 1.9584 um
5 um: mass ratio 0.050330; drop 0.047617 (fractions)
  exact shift -238.087 kHz; linear -251.649 kHz
  quadratic -238.984 kHz; cubic -237.770 kHz
  compact -238.070 kHz; linear reading 4.7305 um
10 um: mass ratio 0.100660; drop 0.089511 (fractions)
  exact shift -447.554 kHz; linear -503.299 kHz
  quadratic -452.637 kHz; cubic -442.924 kHz
  compact -447.178 kHz; linear reading 8.8924 um
5 um areal mass 4.4500 mg/cm2
5 um loaded frequency 4.761913 MHz
5 um quadratic term 12.665 kHz
5 um cubic term 1.214 kHz
linear reading error -5.389 %
actual thickness at linear 5 um endpoint 5.3040 um
matched-impedance reading error -0.659 %
piezo inputs 0.095 C/m2; permittivity 4.5 (relative)
piezo coupling 0.00768 (dimensionless)
shorted-electrode reading error 0.2581 %
bath density 1.0 g/cm3; viscosity 1.0 mPa s
bare crystal bath shift -713.42 Hz
bath reading error, wet reference -0.01294 %
film stress 300 MPa; coefficient 3.0e-11 1/Pa
film stress reading error size 0.2869 %
temperature change 10 K; drift 1.0 ppm/K
temperature reading error size 0.0213 %
lateral mode radius 3.0 mm
lateral mode reading error -0.7837 %
liquid held in roughness 100 nm
roughness reading error 0.2247 %
reading error if film modulus is set 20 % high 0.0148 %
\end{verbatim}
